# EOM-EE-CCSD sigma equations with three-body terms at sixth-order cost, part 1

(Sections cited here and not found follow in the second part.)

## I. The theorem and the ground-state residual

An excited-state coupled-cluster calculation multiplies a transformed Hamiltonian by a trial vector many times. That Hamiltonian contains three-body elements, each carrying six orbital indices. If these elements are formed first and multiplied by the trial vector afterwards, some loops run over seven orbital indices. Doubling the system then multiplies their work by $2^7=128$, while the steepest of the remaining loops, which run over six indices, grow by $2^6=64$. Leaving the elements out changes the answer: in the water example at the end it raises the lowest excitation energy by 2.6 mEh, whereas the complete method differs from full configuration interaction by 1.1 mEh. The remedy is to let the trial vector meet the integrals first.

### Assumptions and notation

The reference $|0\rangle$ is one determinant. The indices $i,j,k,l,m,n$ label its $o$ occupied spin orbitals, $a,b,c,d,e,f$ its $v$ empty ones, and $p,q,r,s$ any. The orbitals are orthonormal and real. The same letters denote annihilation operators, and a dagger denotes creation. Repeated indices are summed, and $P(pq)X=X-X(p\leftrightarrow q)$. With antisymmetrized integrals $v^0_{pqrs}=\langle pq||rs\rangle$,

$$H=h^0_{pq}\,p^\dagger q+\tfrac14 v^0_{pqrs}\,p^\dagger q^\dagger s r .$$

The cluster operator is $T=T_1+T_2$ and the excitation operator is $R=R_1+R_2$, where

$$T_1=t_i^a\,a^\dagger i,\qquad T_2=\tfrac14 t_{ij}^{ab}\,a^\dagger b^\dagger j i,$$

and $R_1,R_2$ have the same form with $r$ for $t$. Doubles amplitudes are antisymmetric in each index pair. Let $\bar H=e^{-T}He^{T}$, and let $\langle\mu|$ be the bra belonging to $a^\dagger i|0\rangle$ or $a^\dagger b^\dagger ji|0\rangle$. The sigma vector is

$$\sigma_\mu=\langle\mu|[\bar H,R]|0\rangle. \tag{1}$$

Symbols $f$ and $v$ without a superscript denote integrals dressed by $T_1$, as defined in Lemma 2.

### Theorem

Define the effective elements

$$\begin{aligned}
F_{me}&=f_{me},\\
F_{mi}&=f_{mi}+\tfrac12v_{mnef}t_{in}^{ef},\\
F_{ae}&=f_{ae}-\tfrac12v_{mnef}t_{mn}^{af},\\
W_{mnij}&=v_{mnij}+\tfrac12v_{mnef}t_{ij}^{ef},\\
W_{abef}&=v_{abef}+\tfrac12t_{mn}^{ab}v_{mnef},\\
W_{mbej}&=v_{mbej}+v_{mnef}t_{jn}^{bf},\\
W_{mbij}&=v_{mbij}-f_{me}t_{ij}^{be}+\tfrac12v_{mbef}t_{ij}^{ef}+P(ij)v_{mnie}t_{jn}^{be},\\
W_{abej}&=v_{abej}-f_{me}t_{mj}^{ab}+\tfrac12v_{mnej}t_{mn}^{ab}-P(ab)v_{mbef}t_{mj}^{af},
\end{aligned}\tag{2}$$

and the intermediates that depend on the trial vector

$$X_{be}=v_{bmef}r_m^f-\tfrac12v_{mnef}r_{mn}^{bf},\qquad
X_{mj}=v_{mnje}r_n^e+\tfrac12v_{mnef}r_{jn}^{ef}. \tag{3}$$

Then

$$\begin{aligned}
\sigma_i^a={}&F_{ae}r_i^e-F_{mi}r_m^a+W_{maei}r_m^e\\
&+F_{me}r_{im}^{ae}+\tfrac12v_{amef}r_{im}^{ef}-\tfrac12v_{mnie}r_{mn}^{ae},
\end{aligned}\tag{4}$$

$$\begin{aligned}
\sigma_{ij}^{ab}={}&P(ij)W_{abej}r_i^e-P(ab)W_{mbij}r_m^a\\
&+P(ab)F_{be}r_{ij}^{ae}-P(ij)F_{mj}r_{im}^{ab}\\
&+\tfrac12W_{abef}r_{ij}^{ef}+\tfrac12W_{mnij}r_{mn}^{ab}+P(ij)P(ab)W_{mbej}r_{im}^{ae}\\
&+P(ab)X_{be}t_{ij}^{ae}-P(ij)X_{mj}t_{im}^{ab}.
\end{aligned}\tag{5}$$

No pairwise product in these equations needs a loop over more than six orbital indices. The formulas hold for any amplitudes $T$. If $T$ also solves the CCSD equations, $\sigma=\omega r$ is the EOM-EE-CCSD equation for the right eigenvector, with excitation energy $\omega$.

### Lemma 1: the commutator gives excitation energies

Let $T$ satisfy $\langle\mu|\bar H|0\rangle=0$ for all singles and doubles, and let $E=\langle0|\bar H|0\rangle$. Projecting $\bar H(r_0+R)|0\rangle=E'(r_0+R)|0\rangle$ on singles and doubles gives $\sigma_\mu=(E'-E)r_\mu$.

*Proof.* The CCSD conditions imply $\bar H|0\rangle=E|0\rangle+|Q\rangle$, where $|Q\rangle$ contains triple and higher excitations. Since $R$ raises the excitation level, $R|Q\rangle$ has no singles or doubles. Therefore $\langle\mu|R\bar H|0\rangle=Er_\mu$, and

$$\langle\mu|\bar HR|0\rangle=\langle\mu|[\bar H,R]|0\rangle+Er_\mu=\sigma_\mu+Er_\mu .$$

The term with $r_0$ contributes $r_0\langle\mu|\bar H|0\rangle=0$. Setting the sum equal to $E'r_\mu$ proves the claim. $\square$

If the CCSD conditions are not met, (1) can still be evaluated, but the proof no longer applies, and the eigenvalues of $\sigma=\omega r$ need not be the energy differences $E'-E$.

All operators in $T$ and $R$ create particles in empty orbitals or holes in occupied ones. They contain an even number of mutually anticommuting factors, so they commute. Hence

$$\left.\frac{d}{d\lambda}e^{-(T+\lambda R)}He^{T+\lambda R}\right|_{\lambda=0}=[\bar H,R]. \tag{6}$$

The sigma vector is thus the derivative, along $R$, of the CCSD residual $\Omega_\mu=\langle\mu|\bar H|0\rangle$. It describes the linear response of the ground-state equations to a change of amplitudes.

### Lemma 2: singles can be absorbed in the integrals

The operator $\tilde H=e^{-T_1}He^{T_1}$ has the same one- and two-body form as $H$. Its integrals follow from four index rules:

- An empty creation index $a$ acquires $-t_i^a$ times the integral with $i$ in that place.
- An occupied annihilation index $i$ acquires $+t_i^a$ times the integral with $a$ in that place.
- Occupied creation indices do not change.
- Empty annihilation indices do not change.

*Proof.* The elementary commutators are

$$[T_1,i^\dagger]=t_i^a a^\dagger,\qquad [T_1,a]=-t_i^a i,$$

and those with $a^\dagger$ and $i$ vanish. A second commutator with $T_1$ vanishes too. Consequently

$$e^{-T_1}i^\dagger e^{T_1}=i^\dagger-t_i^aa^\dagger,\qquad
e^{-T_1}ae^{T_1}=a+t_i^a i .$$

Inserting these in every factor of $H$ and collecting the coefficient of each operator string gives the rules. $\square$

In $v_{pqrs}$ the first two indices belong to creation operators and the last two to annihilation operators. Dressing destroys the Hermitian symmetry, but $v_{pqrs}=-v_{qprs}=-v_{pqsr}$ survives, because the rules treat both members of a pair alike.

Now order $\tilde H$ relative to $|0\rangle$. Braces mean that the operators annihilating $|0\rangle$, namely $e$ and $m^\dagger$, stand to the right, with the sign of the permutation. The nonzero contractions are $ee'^\dagger\to\delta_{ee'}$ and $m^\dagger m'\to\delta_{mm'}$. In $p^\dagger q^\dagger sr$ there are four single contractions: those of $p^\dagger$ with $r$ and $q^\dagger$ with $s$ are positive, the other two negative. Antisymmetry of $v$ makes their contributions equal, which cancels the factor $\frac14$. Thus

$$\tilde H=E_0+f_{pq}\{p^\dagger q\}+\tfrac14v_{pqrs}\{p^\dagger q^\dagger sr\},\qquad f_{pq}=h_{pq}+v_{pmqm}. \tag{7}$$

### Lemma 3: one pair operator dresses the de-exciting interaction

Let $V=\frac14v_{mnef}\,m^\dagger n^\dagger fe$. Call its four operators lines. Contracting two or three of them with one $T_2$ gives

$$\begin{array}{ll}
\text{lines contracted}&\text{result}\\
e,f&\tfrac14(\tfrac12v_{mnef}t_{ij}^{ef})\{m^\dagger n^\dagger ji\}\\
m,n&\tfrac14(\tfrac12t_{mn}^{ab}v_{mnef})\{a^\dagger b^\dagger fe\}\\
n,f&(v_{mnef}t_{jn}^{bf})\{m^\dagger b^\dagger je\}\\
m,n,f&(-\tfrac12v_{mnef}t_{mn}^{bf})\{b^\dagger e\}\\
n,e,f&(\tfrac12v_{mnef}t_{jn}^{ef})\{m^\dagger j\}
\end{array}\tag{8}$$

The last three rows include all equivalent choices of lines.

*Proof.* For $e,f$, there are two equal ways to pair them with the particle operators of $T_2$. The factor is $\frac14\cdot\frac14\cdot2=\frac14\cdot\frac12$, and $fe\,e^\dagger f^\dagger$ contracts to $+1$. For $m,n$, the factor is the same. Moving $fe$ past the four operators of $T_2$ costs no sign, and $m^\dagger n^\dagger nm$ contracts to $+1$.

For one hole and one particle, $V$ offers $2\cdot2$ equal choices and $T_2$ another $2\cdot2$, so the factor is $\frac1{16}\cdot16=1$. With the uncontracted $e$ moved right past four operators,

$$m^\dagger n^\dagger f\,b^\dagger f^\dagger nj\,e\to-m^\dagger n^\dagger b^\dagger nj\,e
=m^\dagger b^\dagger n^\dagger nj\,e\to m^\dagger b^\dagger je .$$

For three lines, $V$ offers two choices of the free line and $T_2$ offers four pairings, so the factor is $\frac1{16}\cdot8=\frac12$. In the first case

$$m^\dagger n^\dagger f\,f^\dagger b^\dagger nm\,e\to b^\dagger e,$$

with amplitude $t_{mn}^{fb}=-t_{mn}^{bf}$. In the second, $m^\dagger n^\dagger fe\,e^\dagger f^\dagger nj\to m^\dagger j$, with amplitude $t_{jn}^{ef}$. $\square$

### Lemma 4: the CCSD residual

The residuals are

$$\Omega_i^a=f_{ai}+f_{me}t_{im}^{ae}+\tfrac12v_{amef}t_{im}^{ef}-\tfrac12v_{mnie}t_{mn}^{ae}, \tag{9}$$

$$\begin{aligned}
\Omega_{ij}^{ab}={}&v_{abij}+P(ab)f_{be}t_{ij}^{ae}-P(ij)f_{mj}t_{im}^{ab}
+\tfrac12v_{abef}t_{ij}^{ef}\\
&+\tfrac12v_{mnij}t_{mn}^{ab}+P(ij)P(ab)v_{mbej}t_{im}^{ae}+Q_{ij}^{ab},
\end{aligned}\tag{10}$$

where $Q$ is quadratic in $T_2$ and contains no integral other than $v_{mnef}$:

$$\begin{aligned}
Q_{ij}^{ab}={}&-\tfrac12P(ab)v_{mnef}t_{mn}^{bf}t_{ij}^{ae}-\tfrac12P(ij)v_{mnef}t_{jn}^{ef}t_{im}^{ab}\\
&+\tfrac14v_{mnef}t_{ij}^{ef}t_{mn}^{ab}+\tfrac12P(ij)P(ab)v_{mnef}t_{jn}^{bf}t_{im}^{ae}.
\end{aligned}\tag{11}$$

*Proof.* Expand $e^{-T_2}\tilde He^{T_2}=\tilde H+[\tilde H,T_2]+\frac12[[\tilde H,T_2],T_2]+\cdots$. No contraction exists with $T_2$ on the left, so a commutator retains the terms in which $T_2$ is contracted at least once. Each $T_2$ raises the excitation level by two, while $\tilde H$ changes it by an amount between $-2$ and $2$. A single excitation therefore needs a level-one term alone or a level-minus-one term with one $T_2$. A double excitation needs level two alone, level zero with one $T_2$, or $V$ with two.

For the singles, $f_{me}$ meets four equal choices in $T_2$, cancelling its $\frac14$, and $m^\dagger e\,a^\dagger e^\dagger mi\to a^\dagger i$. The operator $\frac12v_{amef}a^\dagger m^\dagger fe$ gives $+\frac12$ because $fe\,e^\dagger f^\dagger$ and $m^\dagger m$ contract positively. In $\frac12v_{mnie}m^\dagger n^\dagger ei$, moving $i$ to the right leaves $m^\dagger n^\dagger e\,a^\dagger e^\dagger nm\,i\to-a^\dagger i$. This proves (9).

For the doubles, a string $x_{ij}^{ab}a^\dagger b^\dagger ji$ has projection $P(ij)P(ab)x_{ij}^{ab}$, since four index orders give one determinant. If $x$ is already antisymmetric in a pair, the corresponding $P$ becomes a factor 2. The operator $b^\dagger e$ replaces $e^\dagger$ by $b^\dagger$, with two choices in $T_2$: $\frac14\cdot2\cdot2P(ab)=P(ab)$. The operator $m^\dagger j$ replaces $m$ by $j$ with a minus sign, because $[m^\dagger j,m']=-\delta_{mm'}j$. Its result is therefore $-P(ij)f_{mj}t_{im}^{ab}$.

The four-particle and four-hole integrals each have two pairings, so their string factor is $\frac14\cdot\frac14\cdot2=\frac18$. Projection multiplies it by four, giving $\frac12$. The mixed part of $\tilde H$ is $v_{mbej}\{m^\dagger b^\dagger je\}=-v_{mbej}\{b^\dagger e\,m^\dagger j\}$. This minus sign cancels that of the hole replacement. The four choices in $T_2$ cancel $\frac14$, leaving $P(ij)P(ab)v_{mbej}t_{im}^{ae}$.

Finally, let the two copies of $T_2$ share the lines of $V$. If one takes three lines and the other one, exchanging the copies gives two equal terms, which cancel the prefactor $\frac12$. The same holds if one takes $e,f$ and the other $m,n$. If each takes one particle and one hole, exchanging the copies gives no new assignment beyond those already counted in (8), and $\frac12$ remains. Using (8) in the linear terms just derived gives (11). $\square$

## II. The trial vector, the cost and an example

The second half uses these symbols and results. Indices $i,j,m,n$ are occupied and $a,b,e,f$ empty; $t$ and $r$ are the amplitudes of $T$ and $R$. The integrals $f,v$ belong to $\tilde H=e^{-T_1}He^{T_1}$, and $V=\frac14v_{mnef}m^\dagger n^\dagger fe$ is its part that removes two excitations. The sigma vector is the derivative along $R$ of the residual $\Omega$ in (9) and (10). Lemma 3 gives the effective operators formed from $V$ and one pair operator. What remains is to differentiate, first along $R_2$ and then along $R_1$, and to count the loops.

This part has stated the theorem, derived the CCSD residual (9)–(11) and shown that the sigma vector is its derivative along $R$. It remains to carry out the differentiation that proves (4) and (5), to count the loops, and to apply the equations to water.
